# Why a cold coherent contact emits no noise above eV/h

A contact at zero temperature, whose scattering matrix does not change with energy or bias, has two energies available to fix its noise at frequency $f$: the bias energy $eV$ and the quantum $hf$. A current spectral density has the unit A²/Hz, which is the unit of $e^2/h$ times an energy. The noise that the contact can deliver must therefore have the form

$$S_{\rm em}(f)=\frac{e^2}{h}\,eV\,F\!\left(\frac{hf}{eV};T_1,T_2,\ldots\right),$$

where the $T_n$ are the transmission probabilities of its channels. If a cutoff exists, it must lie at a multiple of $eV/h$ that can depend only on the $T_n$. Dimensions cannot say whether there is one, or whether the multiple is one or two. That is settled by the energy a single electron can give up when the current operator acts once.

The derivation also shows where the assumption of constant scattering is used. Constant transmission is not needed for the emission to stop at $eV/h$. It matters for a different quantity, the extra noise that the contact can absorb.

## What emission means

Let $\mu_L-\mu_R=eV>0$ be the difference between the electrochemical potentials of two large reservoirs. The electrons do not interact, and the contact scatters them coherently. The frequency $f$ is positive and $\omega=2\pi f$. With $\delta I=I-\langle I\rangle$, define the two-sided spectral densities

$$S_{\rm em}(f)=\int dt\,e^{-i\omega t}\langle\delta I(t)\delta I(0)\rangle,\qquad S_{\rm abs}(f)=\int dt\,e^{+i\omega t}\langle\delta I(t)\delta I(0)\rangle .$$

Their sum is the usual one-sided symmetrized density.

To see which is which, insert a complete set of many-electron states $|F\rangle$ between the two operators. The initial state $|i\rangle$, with the scattering states from each reservoir filled up to its own $\mu$, is an eigenstate of the Hamiltonian. The correlator then contains the factors $e^{i(E_i-E_F)t/\hbar}$, and the time integral gives

$$S_{\rm em}(f)=h\sum_F|\langle F|I|i\rangle|^2\,\delta(E_i-E_F-hf).$$

The electrons end with less energy, by $hf$. In $S_{\rm abs}$ they end with more.

A detector makes this concrete. Let it couple through $\lambda Ix$ and have an excited state $hf$ above its ground state, with matrix element $x_{10}$. The golden rule gives its excitation rate as

$$\Gamma_\uparrow=\frac{2\pi}{\hbar}\lambda^2|x_{10}|^2\sum_F|\langle F|I|i\rangle|^2\delta(E_i-E_F-hf)=\frac{\lambda^2|x_{10}|^2}{\hbar^2}S_{\rm em}(f).$$

Emission noise is what excites a cold detector, at lowest order in the coupling.

## The energy available to one transition

The current is a one-body operator, a sum of terms $c_b^\dagger(E')c_a(E)$. Each term removes an electron from a scattering state that came from reservoir $a$ and puts it into one belonging to reservoir $b$. Acting once on the filled state, it changes the state of one electron.

For emission, $E'=E-hf$. At zero temperature the initial state must be filled and the final state empty:

$$E<\mu_a,\qquad E-hf>\mu_b .$$

Together they require $\mu_b+hf<E<\mu_a$. The width of this window is

$$W_{ab}^{\rm em}=(\mu_a-\mu_b-hf)_+,\qquad x_+=\max(x,0).$$

For $a=b$ there is no window, since every state below an electron near the top of the filled range is filled too. For $R\to L$ there is none either. The one remaining case is $L\to R$, with width $(eV-hf)_+$. An electron at the top of the left distribution can drop by at most $eV$ before it meets the filled states of the right one.

When $hf>eV$, all windows are closed. No property of the matrix elements has been used, so the cutoff holds for any energy dependence of the transmission within these assumptions. At zero bias the emission is zero at all $f>0$, so total and excess emission coincide.

The battery supplies far more energy than $eV$ over time, because many electrons cross. This does not help: a single action of $I$ cannot collect the energy of several electrons into one quantum.

## The size of the emission

The weights of the transitions follow from the scattering states. In one channel, let $a_L,a_R$ annihilate incoming electrons, normalized per unit energy. The outgoing operator on the left is $b_L=s_{LL}a_L+s_{LR}a_R$. A state normalized in energy has density $1/(hv)$ at velocity $v$, so its particle flux is $1/h$. Close to the contact, and over an energy range in which $v$ hardly changes, the left current is

$$I=\frac eh\int\!\!\int dE'dE\,[a_L^\dagger(E')a_L(E)-b_L^\dagger(E')b_L(E)].$$

Its overall sign does not affect the noise. Inserting $b_L$ gives the squared matrix element for $a\to b$:

$$\frac{e^2}{h^2}M_{ab},\qquad M_{ab}=|\delta_{La}\delta_{Lb}-s_{Lb}^*(E')s_{La}(E)|^2.$$

Now take the scattering matrix constant, with $|s_{LR}|^2=T$ and $|s_{LL}|^2=1-T$. Then

$$M_{LL}=[1-(1-T)]^2=T^2,\quad M_{RR}=T^2,\quad M_{LR}=M_{RL}=T(1-T).$$

With several channels, let $r$ and $t'$ be the blocks of the scattering matrix for reflection on the left and transmission from the right. Unitarity gives $t't'^\dagger=1-rr^\dagger$, so the cross weight is

$$\mathrm{Tr}(r^\dagger t't'^\dagger r)=\mathrm{Tr}[r^\dagger r-(r^\dagger r)^2]=\sum_nT_n(1-T_n),$$

because the eigenvalues of $r^\dagger r$ are $1-T_n$. The golden rule contributes a factor $h$, the matrix element $e^2/h^2$, and spin a factor 2. With the $L\to R$ window this gives

$$\boxed{S_{\rm em}(f)=\frac{2e^2}{h}\sum_nT_n(1-T_n)(eV-hf)_+ .}$$

The emission falls linearly because the window shrinks linearly. As $f\to0$ and for small $T_n$, it becomes $eI$, half of the one-sided shot noise $2eI$. A perfectly open channel, $T_n=1$, emits nothing at any frequency: its $L\to R$ matrix element contains the reflection amplitude, which is zero.

## Why constant scattering matters for absorption

In absorption the electron gains $hf$. The conditions $E<\mu_a$ and $E+hf>\mu_b$ give windows of width $(\mu_a-\mu_b+hf)_+$. These are $hf$ for $LL$ and $RR$, $hf+eV$ for $L\to R$, and $(hf-eV)_+$ for $R\to L$. For one channel,

$$\frac{S_{\rm abs}}{2e^2/h}=2hfT^2+T(1-T)[hf+eV+(hf-eV)_+].$$

At $V=0$ the right side is $2hfT^2+2hfT(1-T)=2hfT$. With the conductance $G=(2e^2/h)\sum_nT_n$, the unbiased contact has $S_{\rm abs}=2hfG$. This zero-point noise enters the symmetrized density, but it cannot excite a cold detector.

Subtracting the unbiased value leaves

$$T(1-T)[eV-hf+(hf-eV)_+]=T(1-T)(eV-hf)_+ .$$

Below the threshold this equals the emission. Above it, bias has widened the $L\to R$ window by $eV$ and narrowed the $R\to L$ window by $eV$. The two changes cancel because they carry equal weights.

This cancellation is what constant scattering secures. Absorption remains possible at high frequency, and if the weights vary with energy, moving the windows can change the total. Emission has no open windows left to move.

A constant transmission probability is not quite sufficient. With reflection probability $R_0=1-T$ and phase $\phi(E)$,

$$M_{LL}=|1-R_0e^{i\theta}|^2=1+R_0^2-2R_0\cos\theta,\qquad \theta=\phi(E+hf)-\phi(E).$$

A phase linear in $E$ makes $\theta$ constant, so shifting the window changes nothing. Take instead $\phi=0.5\epsilon^2$ with $\epsilon=E/eV$, $R_0=0.5$ and $hf=1.5eV$. Then $\theta=1.5\epsilon+1.125$. Measure energy from midway between the two potentials, so that bias moves the $LL$ window from $-1.5<\epsilon<0$ to $-1<\epsilon<0.5$. The other weights do not contain the reflection phase, and their changes cancel as before. Per spin, in units of $(e^2/h)eV$, the excess absorption is

$$-2R_0\left[\int_{-1}^{0.5}\!\cos\theta\,d\epsilon-\int_{-1.5}^{0}\!\cos\theta\,d\epsilon\right]=0.323 .$$

It is not zero, although $T$ is constant and $hf>eV$.

## A solvable lattice contact

A lattice shows both behaviours without assuming the scattering formula. Take two chains of 300 sites with nearest-neighbour hopping $J$, fill them to levels differing by $eV=0.3336J$, and join them by a bond for which $T=0.500$ at the band centre. Diagonalizing the joined Hamiltonian gives the time evolution. The current is observed through a Gaussian window centred at $150\hbar/J$ after joining, with standard deviation $30\hbar/J$, and the golden-rule sum runs over filled initial and empty final states.

Per spin and in units of $(e^2/h)eV$, the emission at $hf/eV=0.25$, 0.50 and 0.75 is 0.188, 0.125 and 0.063. The formula gives 0.1875, 0.125 and 0.0625. At $hf/eV=1.30$ the emission is 0.0000 to four decimals, and the excess absorption is $-0.005$. The small negative value comes from the lattice scattering not being perfectly flat: an integral over the stationary scattering states of infinite chains also gives $-0.005$.

Now replace the bond by one level at energy $0.5J$, coupled to each chain by hopping $0.2J$. At $hf=1.3eV=0.434J$ the emission is again 0.0000, but the excess absorption, for the current between the left chain and the level, is about 0.80. An integral over the stationary scattering states, done by quadrature, gives 0.82.

The window argument explains this large value. With energies measured from the band centre, the left chain is filled to $eV/2=0.167J$. A quantum lifts its highest electrons to $0.600J$, above the level. Without bias they reach $0.434J$, below it. Bias has opened absorption into the resonance, while no electron can release more than $eV$. The place of measurement matters here, because the level can store charge at this frequency. In the bond to the right chain, whose electrons have been lowered away from the resonance, the excess absorption is $-0.17$.

## A nickel silicide contact on silicon

Consider a 20 nm × 20 nm contact between normal-state NiSi and n-type silicon, with rough typical values: doping $n=2\times10^{20}$ cm⁻³, barrier 0.65 eV and contact resistivity $10^{-8}$ Ω cm². The area is $4\times10^{-12}$ cm², so

$$R=\frac{10^{-8}}{4\times10^{-12}}=2500\ \Omega,\qquad \sum_nT_n=\frac{h}{2e^2R}=5.16 .$$

The number of channels is the area $A$ times the projected area of the Fermi surface, divided by $4\pi^2$. Silicon has six ellipsoidal valleys with masses $m_t=0.19$ and $m_l=0.92$ in electron masses. Let $m_d=(m_t^2m_l)^{1/3}$ and $k_F=(3\pi^2n/6)^{1/3}$. The semi-axes are $k_F\sqrt{m_i/m_d}$, and for current along a cube axis

$$N=\frac{Ak_F^2}{4\pi}\,\frac{2m_t+4\sqrt{m_tm_l}}{m_d}\simeq201 .$$

If all channels are taken as equal, $T=5.16/201=0.0256$. For a given resistance this choice maximizes $\sum_nT_n(1-T_n)$, so unequal channels would emit less, with the same cutoff.

A bias of 100 µV across the contact drives 40 nA. The cutoff is $eV/h=24.2$ GHz, and the low-frequency emission is

$$S_{\rm em}(0)=eI(1-T)=6.24\times10^{-27}\ \text{A}^2/\text{Hz}.$$

At 12.1 GHz, half the cutoff, it is $3.12\times10^{-27}$ A²/Hz. At 36.3 GHz it is zero in the zero-temperature model, while the unbiased contact still has the zero-point absorption $2hf/R=1.92\times10^{-26}$ A²/Hz.

## What temperature does to the edge

At temperature $\Theta$ the sharp occupations become Fermi functions. For emission from $a$ to $b$, let $x=hf-(\mu_a-\mu_b)$ and measure $E$ from $\mu_a$. The window becomes $\int dE\,f_0(E)[1-f_0(E-x)]$, where $f_0(E)=1/(e^{E/k\Theta}+1)$. Since $1-f_0(E)=e^{E/k\Theta}f_0(E)$,

$$f_0(E)[1-f_0(E-x)]=\frac{f_0(E-x)-f_0(E)}{e^{x/k\Theta}-1}.$$

The numerator integrates to $x$, the shift between two identical steps. Each window is therefore

$$B(x)=\frac{x}{e^{x/k\Theta}-1},\qquad B(0)=k\Theta .$$

At 50 mK, $k\Theta=4.31$ µeV. At the threshold the $L\to R$ window is 4.31 µeV wide instead of zero, and the excess emission is 4.3% of $S_{\rm em}(0)$. At 36.3 GHz the missing energy is 50 µeV, and the excess has fallen to $2.8\times10^{-32}$ A²/Hz, about five parts in a million of $S_{\rm em}(0)$. The edge is rounded, with an exponential tail.

## How far a real contact departs from the model

The doping, barrier and contact resistivity are of the kind met in silicide contacts, but 50 mK is far below the usual operating temperature, and a higher temperature changes the result strongly. Already at 4.2 K, with the other inputs fixed, the model's excess emission at $1.5eV/h$ is 4.5% of the cold $S_{\rm em}(0)$, and the equilibrium emission is six times $S_{\rm em}(0)$. The threshold is then hidden.

Even with a 50 mK bath, the current may heat the electrons. For silicon resistivity $\rho=4\times10^{-4}$ Ω cm, the spreading resistance of a disc of equal area is $R_s=\rho/(4\sqrt{A/\pi})=89$ Ω. This diffusive formula is only rough here, because the electron mean free path, 4 to 5 nm, is not much shorter than the disc radius of 11 nm. Suppose that half the power, $P=V^2/(2R)$, is deposited at the silicon end and leaves through $R_s$ by electron conduction alone. The Wiedemann–Franz law gives $P\,dR_s=\mathcal L\Theta\,d\Theta$, with $\mathcal L=\pi^2k^2/(3e^2)$. Integration yields

$$\Theta_{\rm hot}^2=\Theta_{\rm bath}^2+\frac{V^2R_s}{R\mathcal L},$$

or 130 mK. With both reservoirs at that temperature, the excess at $1.5eV/h$ is 0.6% of $S_{\rm em}(0)$. Heat released farther away or passed to the lattice would warm the contact less. A thin silicon film would warm it more, because it adds thermal resistance beyond $R_s$.

The energy dependence of tunnelling is weak on the scale of 100 µeV. With silicon permittivity $\varepsilon=11.7\varepsilon_0$, the characteristic tunnelling energy is $E_0=(e\hbar/2)\sqrt{n/(m_tm_e\varepsilon)}=0.176$ eV. Taking $T(E)\propto e^{E/E_0}$ and real reflection amplitudes, and raising $\mu_L$ by $eV$ with $\mu_R$ fixed, quadrature gives, for the current in the left lead, an excess absorption at $1.5eV/h$ of 0.17% of $S_{\rm em}(0)$. The semiclassical slope for a parabolic barrier at normal incidence is steeper, with a scale of about 0.11 eV, and raises this to 0.28%. These figures give only the size of the effect. In the same model the current in the right lead shows almost no excess, and splitting the bias equally between the two sides halves the value and gives it opposite signs in the two leads. The model also holds the barrier fixed, while the change of band bending with bias alters the absorption by a similar amount, and a smooth barrier is itself rough when the depletion width is close to the donor spacing of 1.7 nm. The corresponding zero-temperature emission above $eV/h$ remains zero.

The spreading resistance is 3.5% of the contact resistance. If the 100 µV were applied across both in series, the contact would receive 3.4% less voltage and the cutoff would fall by the same fraction. If the band bending is set equal to the barrier, the depletion width is $\sqrt{2\varepsilon(0.65\ \text{V})/(en)}=2.05$ nm and the capacitance is $C=20$ aF. Adding the silicon Fermi energy of 0.12 eV to the band bending would lower $C$ by 8%. At the cutoff $2\pi fRC=0.008$, so charging currents through this capacitance are small.

Interactions are less negligible. A standard lowest-order estimate, quoted here without derivation, puts the relative reduction of conductance by a series impedance $Z$ at $(2Ze^2/h)(1-T)\ln[1/(2\pi fZC)]$. With a 50 Ω line plus $R_s$, and $f=eV/h$, it is about 8%. This assumes that $Z$ stays resistive up to $1/(2\pi ZC)$, about 57 THz. The silicon does not, since its scattering rate $1/(2\pi\tau)$ is about 14 THz. The dependence on the upper frequency is only logarithmic, and a Drude form for $R_s$ shifts the estimate by about one percentage point, so 8% is a rough size. Stray capacitance across the line lowers the estimate, to about 7% for 1 fF.

Interactions also limit the cutoff itself. If two electrons can exchange energy, or if the detector responds at second order, where $I$ acts twice, two drops of up to $eV$ can supply one quantum of up to $2eV$. The edge at $eV/h$ therefore belongs to cold, non-interacting electrons observed at lowest order. Within those limits $eV$ is the most that one electron can release, whatever the shape of the barrier. The shape still decides how much emission survives close to the edge. With a narrow resonance midway between the two potentials, for example, most of the emission ends near $eV/(2h)$, because the electron must start or finish close to the level.

Numbers in the example were calculated in double precision.
